# Single-level recombination lifetime against the electron-to-hole ratio in p-type silicon, part 1

(Sections cited here and not found follow in the second part.)

## First half: from four flows to a line

**Q:** You say that the recombination lifetime of p-type silicon with one defect level is linear in the electron-to-hole density ratio, from weak to strong injection. I have seen such lifetimes plotted against excess density. They start flat, climb, and flatten again. What is supposed to be straight?

**A:** The same lifetime, plotted against another variable. Let $n$ and $p$ be the total densities of electrons and holes under steady illumination, and $n_0$ and $p_0$ their values in the dark. The excess densities are $\Delta n=n-n_0$ and $\Delta p=p-p_0$. The variable is

$$X=\frac{n}{p},$$

and the lifetime is

$$\tau=\frac{\Delta n}{R},$$

where $R$ is the net number of electron-hole pairs that recombine through the defect per unit volume and time. The sample is uniform, so no diffusion enters. The claim concerns $\tau$ as a function of $X$ while the light intensity is changed and the temperature, doping and defect density are held fixed.

**Q:** Both densities change during the sweep, and so does the charge state of the defect. I would expect a complicated function. Where do you begin?

**A:** With the four processes that change the electron occupancy of the level. The defect has two charge states: empty, or filled with one more electron. Let $N_t$ be the defect density and $f$ the filled fraction. An empty defect can capture an electron from the conduction band, and a filled one can emit it back. A filled defect can capture a hole, which means that its electron drops into the valence band, and an empty one can emit a hole, which means that it takes an electron from the valence band.

With capture coefficients $c_n$ and $c_p$ and emission rates $e_n$ and $e_p$, the net capture rates per unit volume are

$$U_n=N_t\left[c_n n(1-f)-e_n f\right],$$

$$U_p=N_t\left[c_p p f-e_p(1-f)\right].$$

Electron capture needs an empty defect, hence the factor $1-f$; hole capture needs a filled one, hence $f$. The minus signs belong to emission, which returns carriers to the bands. I assume that $c_n$ and $c_p$ do not depend on injection.

**Q:** You now have four coefficients. The emission rates could be anything.

**A:** They are fixed by the dark state. In thermal equilibrium each process is balanced by its own reverse, so $U_n$ and $U_p$ vanish separately. If $f_0$ is the dark occupancy,

$$e_n=c_n n_0\frac{1-f_0}{f_0},\qquad e_p=c_p p_0\frac{f_0}{1-f_0}.$$

Let $E_t$ be the defect level, $E_F$ the dark Fermi level, and $k_BT$ the thermal energy. Fermi occupancy gives

$$f_0=\frac{1}{1+e^{(E_t-E_F)/k_BT}},\qquad \frac{1-f_0}{f_0}=e^{(E_t-E_F)/k_BT}.$$

If the two charge states have different degeneracies, an extra constant multiplies the exponential. It can be absorbed into $E_t$, which is then an effective level.

For nondegenerate carriers, with band edges $E_c$ and $E_v$ and effective densities of states $N_c$ and $N_v$,

$$n_0=N_ce^{-(E_c-E_F)/k_BT},\qquad p_0=N_ve^{-(E_F-E_v)/k_BT}.$$

Multiplying these by the occupancy ratios removes $E_F$:

$$n_0\frac{1-f_0}{f_0}=N_ce^{-(E_c-E_t)/k_BT}\equiv n_1,$$

$$p_0\frac{f_0}{1-f_0}=N_ve^{-(E_t-E_v)/k_BT}\equiv p_1.$$

Thus $e_n=c_nn_1$ and $e_p=c_pp_1$. The densities $n_1$ and $p_1$ are those that the bands would hold if the Fermi level lay at the defect level. Multiplying the two definitions also gives $n_1p_1=n_0p_0$, because the occupancy ratios cancel.

**Q:** That is the dark. Why may I use the same emission rates in the light?

**A:** It is an assumption of the model. Thermal emission from a given charge state is taken to depend on the lattice temperature and the level, not on how the defect came to be filled. The light creates band carriers but does not ionize the defect directly. The bands must also remain nearly empty of their respective carriers, so that emission does not find its final states occupied.

**Q:** Then what sets $f$ under illumination?

**A:** In steady state the occupancy is constant, so electrons and holes are captured at equal net rates, $U_n=U_p=R$. Dividing out $N_t$,

$$c_nn(1-f)-c_nn_1f=c_ppf-c_pp_1(1-f).$$

I expand the brackets and bring the terms containing $f$ to the right:

$$c_nn+c_pp_1=f\left[c_n(n+n_1)+c_p(p+p_1)\right].$$

Call the square bracket $D$. Then

$$f=\frac{c_nn+c_pp_1}{D},\qquad 1-f=\frac{c_nn_1+c_pp}{D}.$$

The second expression follows by subtracting the first numerator from $D$. Electron capture and hole emission fill the level; hole capture and electron emission empty it.

Now I put both fractions into $U_n$:

$$R=\frac{N_tc_n}{D}\left[n(c_nn_1+c_pp)-n_1(c_nn+c_pp_1)\right].$$

The terms $c_nnn_1$ cancel, which leaves

$$R=\frac{N_tc_nc_p(np-n_1p_1)}{D}.$$

It is convenient to define two capture times,

$$\tau_{n0}=\frac{1}{c_nN_t},\qquad \tau_{p0}=\frac{1}{c_pN_t}.$$

The first is the mean time for an electron to be captured when all defects are empty; the second is the corresponding time for a hole when all are filled. Dividing numerator and denominator by $N_tc_nc_p$, and replacing $n_1p_1$ by $n_0p_0$, gives

$$R=\frac{np-n_0p_0}{\tau_{p0}(n+n_1)+\tau_{n0}(p+p_1)}.$$

This is the Shockley-Read-Hall rate. Note the crossing of labels: $\tau_{p0}$ multiplies the electron densities, because $D/(N_tc_nc_p)$ leaves $1/(N_tc_p)$ beside $n+n_1$.

**Q:** The numerator is a product of densities. I still see no line.

**A:** Take the case in which the charge stored on defects is negligible and the dopants are fully ionized. Each excess electron is then matched by an excess hole, $\Delta p=\Delta n$, and

$$np-n_0p_0=(n_0+\Delta n)(p_0+\Delta n)-n_0p_0.$$

The product $n_0p_0$ cancels:

$$np-n_0p_0=\Delta n(n_0+p_0+\Delta n)=\Delta n(p+n_0).$$

The excess density therefore drops out of $\Delta n/R$, apart from its presence in $n$ and $p$:

$$\tau=\frac{\tau_{p0}(n+n_1)+\tau_{n0}(p+p_1)}{p+n_0}.$$

I divide numerator and denominator by $p$, then multiply by the new denominator:

$$\tau\left(1+\frac{n_0}{p}\right)=\tau_{n0}+\tau_{p0}X+\frac{K}{p},$$

$$K=\tau_{n0}p_1+\tau_{p0}n_1.$$

**Q:** Two terms are fine, but $K/p$ is not a function of $X$. The hole density can grow tenfold in a sweep.

**A:** It does become a function of $X$ once charge neutrality is used. Since both densities rise by the same amount, their difference stays at its dark value, the net doping:

$$p-n=p_0-n_0\equiv N.$$

But $n=Xp$, so $p(1-X)=N$ and

$$\frac1p=\frac{1-X}{N}.$$

The reciprocal of the hole density is itself linear in $X$. Insert it and group the terms according to $1-X$ and $X$, writing $\tau_{n0}=\tau_{n0}(1-X)+\tau_{n0}X$:

$$\tau_{n0}+\tau_{p0}X+\frac{K}{N}(1-X)=A(1-X)+BX\equiv L(X),$$

with

$$A=\tau_{n0}\left(1+\frac{p_1}{N}\right)+\tau_{p0}\frac{n_1}{N},\qquad B=\tau_{n0}+\tau_{p0}.$$

The factor on the left of the lifetime equation becomes $1+(n_0/N)(1-X)$. The result is

$$\tau=\frac{L(X)}{1+(n_0/N)(1-X)}.$$

**Q:** Then you have not shown what you promised. There is an $X$ in the denominator.

**A:** Correct. The unqualified statement is slightly too strong: $L$ is linear, and $\tau$ approaches it when $n_0\ll N$. The difference can be bounded over the whole sweep. Relative to $L$, the shortfall is

$$\frac{L-\tau}{L}=\frac{(n_0/N)(1-X)}{1+(n_0/N)(1-X)}=\frac{n_0}{p+n_0}.$$

The last form uses $(1-X)/N=1/p$. It is largest when $p$ is smallest, which is in the dark limit, and there it equals $n_0/(p_0+n_0)$. This is below $n_0/N$, since $p_0+n_0>N$. The correction fades as injection rises. So the accurate wording is that the lifetime is linear in $X$ throughout the sweep to within a relative error of less than $n_0/N$, given the assumptions already listed.

**Q:** Does "throughout" include both ends, $X=0$ and $X=1$?

**A:** Neither is reached. In the dark $X=n_0/p_0$, which is positive. During the sweep

$$X=\frac{n_0+\Delta n}{p_0+\Delta n},\qquad \frac{dX}{d\Delta n}=\frac{N}{(p_0+\Delta n)^2}>0,$$

so $X$ rises steadily and approaches one from below. $A$ and $B$ are the values of the line extrapolated to its ends. In the weak-injection limit $L=A+(B-A)n_0/p_0$, so $A$ is the weak-injection lifetime when both $n_0/p_0$ and $(B/A)(n_0/p_0)$ are small. $B$ is the strong-injection limit.

The formula for $X$ also explains the shape you remember. With $n_0$ negligible, $X\simeq\Delta n/(N+\Delta n)$. It is proportional to $\Delta n$ while $\Delta n\ll N$ and saturates when $\Delta n\gg N$. Drawn against the logarithm of the excess density, the lifetime is therefore flat while $(B-A)X$ is small beside $A$, then changes, and flattens again as $X$ saturates.

**Q:** The algebra is tidy, but I would like to see why a ratio of densities should matter physically.

**A:** Ignore emission for a moment. A defect then works in a cycle. When empty it waits a mean time $1/(c_nn)$ for an electron; when filled it waits $1/(c_pp)$ for a hole. One pair recombines per cycle, so

$$R=\frac{N_t}{1/(c_nn)+1/(c_pp)}.$$

If $n_0$ is negligible, $\Delta n\simeq n$, and

$$\tau\simeq\frac{n}{N_t}\left(\frac1{c_nn}+\frac1{c_pp}\right)=\tau_{n0}+\tau_{p0}\frac np.$$

The two waiting times add. Multiplying by the number of electrons makes the first contribution constant and the second proportional to $n/p$. Under weak injection holes are plentiful, and waiting for an electron takes nearly all the cycle if $X\ll\tau_{n0}/\tau_{p0}$. Under strong injection $n\simeq p$, and both waits count fully.

**Q:** And emission? It gave you the awkward $K/p$.

**A:** It adds two delays. The first is $\tau_{n0}p_1/p$. An empty defect can emit a hole and become filled without having captured a conduction electron. When exchange with the valence band dominates, the balance $c_ppf=c_pp_1(1-f)$ gives $f/(1-f)=p_1/p$. The presence of filled defects lengthens the wait for electron capture by the factor $1/(1-f)=1+p_1/p$.

The second is $\tau_{p0}n_1/p$. A captured electron may be emitted back before a hole arrives. The ratio of these two rates is $c_nn_1/(c_pp)$, and this is the mean number of wasted captures per successful one. Multiplied by $\tau_{n0}$ it gives $n_1/(N_tc_pp)=\tau_{p0}n_1/p$. More holes suppress both delays, which is why they fade in proportion to $1-X$ as injection rises.

**Q:** Then a large emission term could make the lifetime fall with injection. Does your line allow that?

**A:** Yes. Its slope is

$$B-A=\tau_{p0}-\frac KN.$$

It is negative when $K>N\tau_{p0}$. Dividing that condition by $\tau_{p0}$ gives

$$\frac{\tau_{n0}}{\tau_{p0}}p_1+n_1>N.$$

A level close enough to the valence band makes $p_1$ large, and one close enough to the conduction band makes $n_1$ large. Either can reverse the slope. The line rises when the left side is below $N$, as it is for a deep level unless $\tau_{n0}/\tau_{p0}$ is very large. If the two sides are equal, $L$ is constant, and the lifetime does not depend on injection apart from the $n_0$ correction.

**Q:** Would a transient measurement at fixed bias light give the same line? It also reports a lifetime.

**A:** Not if it responds to a small change in generation about a steady state. That quantity is the differential lifetime $\tau_d=d\Delta n/dR$. Put $R=\Delta n/\tau$ and differentiate:

$$\frac1{\tau_d}=\frac1\tau-\frac{\Delta n}{\tau^2}\frac{d\tau}{d\Delta n}.$$

For negligible $n_0$, $X=\Delta n/(N+\Delta n)$ and $\Delta n\,dX/d\Delta n=N\Delta n/(N+\Delta n)^2=X(1-X)$. With slope $s=B-A$, we have $\tau=A+sX$, so

$$\tau_d=\frac{\tau^2}{\tau-sX(1-X)}=\frac{(A+sX)^2}{A+sX^2}.$$

This has the same limits, $A$ at $X=0$ and $B$ at $X=1$, but for $s\ne0$ it is not a line between them. The linear law belongs to $\Delta n/R$. This differential result further assumes that the occupancy follows the small change quasi-statically.

## Second half: an example and the limits of the law

**Q:** Before you use numbers, restate what they will be put into.

**A:** The total electron and hole densities are $n$ and $p$, with dark values $n_0$ and $p_0$; $X=n/p$; $N=p_0-n_0$ is the net doping; and $\tau=\Delta n/R$ is the steady-state lifetime due to the defect. The capture times are $\tau_{n0}=1/(c_nN_t)$ and $\tau_{p0}=1/(c_pN_t)$, where $N_t$ is the defect density. The densities $n_1$ and $p_1$ describe thermal emission. For equal excess densities,

$$\tau=\frac{A(1-X)+BX}{1+(n_0/N)(1-X)},$$

$$A=\tau_{n0}+\frac KN,\qquad B=\tau_{n0}+\tau_{p0},\qquad K=\tau_{n0}p_1+\tau_{p0}n_1.$$

The numerator is the line $L(X)$. The filled fraction of the defects is $f$.

**Q:** Choose a case in which the lifetime changes a great deal. A nearly constant one would prove little.

For equal excess densities and under the stated assumptions, the steady-state defect lifetime $\Delta n/R$ has been shown to be linear in $X=n/p$ to within a relative error of less than $n_0/N$. What remains is to test this on a numerical example and to examine the limits of the law.
